\section*{Does Zero External Current Mean Equilibrium in a Mixed-Conducting Oxide Cell?}

\noindent\textbf{Q.} I have an oxygen-ion memory cell: an oxide layer between two oxide reservoirs with different oxygen contents. After writing, I disconnect it. The external current is zero and the voltage is almost the Nernst value. Nothing flows, so the cell is in equilibrium and the stored state is safe. What could be wrong with that?

\noindent\textbf{A.} The step from ``no external current'' to ``nothing flows''. Your ammeter measures the sum of two currents if the layer conducts both oxide ions and electrons. A zero sum is one condition, whereas rest requires each current to vanish.

\section{What each carrier responds to}

\noindent\textbf{Q.} Then write the two currents separately. Would they not both settle to zero?

\noindent\textbf{A.} Take one dimension and uniform temperature. The oxidised reservoir O is at $x=0$ and the reduced reservoir R at $x=L$; positive current runs from O to R. Let $\eta_{\rm ion}$ and $\eta_n$ be the electrochemical potentials per particle of oxide ions (charge $-2e$) and electrons (charge $-e$). I assume that the reaction $\mathrm{O}+2e^-\rightleftharpoons\mathrm{O}^{2-}$ is in local equilibrium at every point, so that
\begin{equation}
\mu_{\rm O}+2\eta_n=\eta_{\rm ion}.
\end{equation}
This local statement doesn't require $\mu_{\rm O}$ to be the same everywhere. Turn the potentials into voltages:
\begin{equation}
w=\frac{\mu_{\rm O}}{2e},\qquad \phi_n=-\frac{\eta_n}{e},\qquad \phi_i=-\frac{\eta_{\rm ion}}{2e}.
\end{equation}
Dividing the reaction condition by $2e$ gives $w-\phi_n=-\phi_i$, or
\begin{equation}
\phi_n=\phi_i+w. \label{local}
\end{equation}
For linear transport without cross-coefficients, a species of charge $q$ carries $J=-(\sigma/q)\,d\eta/dx$. Inserting $q=-2e$ and $q=-e$, and writing a prime for $d/dx$,
\begin{equation}
J_i=-\sigma_i\phi_i',\qquad J_n=-\sigma_n\phi_n'. \label{ohm}
\end{equation}
Both currents vanish, with both conductivities nonzero, if and only if $\phi_i'=\phi_n'=0$. Equation (\ref{local}) then forces $w'=0$. So a layer that conducts both carriers cannot be at rest while its ends have different oxygen activities.

\noindent\textbf{Q.} But an electric field can oppose diffusion. Why can't it adjust itself to stop everything?

\noindent\textbf{A.} There is one electrostatic potential and there are two carriers to stop. The field enters $\phi_i$ and $\phi_n$ equally and cancels from their difference $w$. At open circuit it adjusts to the one condition imposed on it, $J_i+J_n=0$. Replace $\phi_i'$ by $\phi_n'-w'$:
\begin{align}
0&=\sigma_i(\phi_n'-w')+\sigma_n\phi_n',\\
\phi_n'&=t_i w',\qquad t_i=\frac{\sigma_i}{\sigma_i+\sigma_n}.
\end{align}
The separate currents follow:
\begin{align}
J_n&=-\sigma_n t_i w'=-\frac{\sigma_i\sigma_n}{\sigma_i+\sigma_n}w',\\
J_i&=-\sigma_i(t_i-1)w'=+\frac{\sigma_i\sigma_n}{\sigma_i+\sigma_n}w'.
\end{align}
Since $w$ falls from O to R, $w'<0$, hence $J_n>0$ and $J_i<0$. Both carriers are negative, so oxide ions move from O to R and electrons move from R to O. The ion brings oxygen and two electrons' worth of charge; the electrons take the charge back. What remains is a transfer of neutral oxygen from O to R, which no external ammeter sees.

\section{The voltage and the leak}

\noindent\textbf{Q.} How large is this hidden current, and why does my voltmeter not reveal it?

\noindent\textbf{A.} Call its magnitude $j=J_n=-J_i$. If the layer itself stores negligible oxygen, $j$ is the same at every $x$. Take the layer as uniform, so that the conductivities depend on position only through $w$; a film whose quality varies through its thickness must be integrated piece by piece, and its conductivities at the two ends do not fix $j$. Integrate $j=-[\sigma_i\sigma_n/(\sigma_i+\sigma_n)]\,w'$ across the layer; the minus sign reverses the limits:
\begin{equation}
jL=\int_{w_R}^{w_O}\frac{\sigma_i\sigma_n}{\sigma_i+\sigma_n}\,dw. \label{leak}
\end{equation}
Identical metal contacts read the difference of $\phi_n$, so the open-circuit voltage is
\begin{equation}
V_{\rm oc}=\phi_n(0)-\phi_n(L)=\int_{w_R}^{w_O}t_i\,dw. \label{voc}
\end{equation}
The Nernst voltage is $E_N=w_O-w_R$. If electrons are a small minority of the conduction, $t_i$ is near one and $V_{\rm oc}$ is near $E_N$. Multiplying both conductivities by the same factor leaves $V_{\rm oc}$ unchanged but multiplies $j$ by that factor. The voltage ratio therefore cannot tell you how fast the cell discharges.

\noindent\textbf{Q.} You assumed a neutral layer. Could net charge inside it change the result?

\noindent\textbf{A.} That was tested by solving the Poisson and drift-diffusion equations together, without imposing neutrality inside the layer. In units of the fixed acceptor density $A$, the electron density was 0.05 at O and 1 at R, with the vacancy density neutralising each end. The electron diffusivity was twice the vacancy diffusivity $D_v$, and the length $\sqrt{\varepsilon kT/(e^2A)}$ was $0.02L$. The leak was 1.6758 in units of $eD_vA/L$, equal to the value from (\ref{leak}) to the digits shown. The voltage was 2.7450 against 2.7449 from (\ref{voc}), while $E_N$ was 3.3179, all in $kT/e$. The ends themselves were held neutral, so this does not test space-charge layers at the contacts. Such layers can change the local conductivities and hence the size of the leak, but (\ref{local}) holds there too and still forbids rest while both carriers can cross.

\noindent\textbf{Q.} And if electrons really cannot cross?

\noindent\textbf{A.} Then you are right that the currents vanish. For $\sigma_n\to0$, (\ref{leak}) gives $j\to0$ and (\ref{voc}) gives $V_{\rm oc}\to E_N$. In the same test, an electron diffusivity of $10^{-3}D_v$ lowered the leak to $1.10\times10^{-3}$ and raised the voltage to 3.3175. But the blocked cell is in a constrained equilibrium: its activity difference survives because one path is closed. Blocking the ions instead also stops the leak, with $V_{\rm oc}\to0$. Zero current never removes the activity difference by itself.

\section{Where the energy goes}

\noindent\textbf{Q.} With no external current, no electrical power leaves. What pays for a continuing current?

\noindent\textbf{A.} The free energy of the oxygen difference. The free energy dissipated per volume and time, which is the temperature times the rate of entropy production, is
\begin{equation}
\frac{J_i^2}{\sigma_i}+\frac{J_n^2}{\sigma_n}
=j^2\left(\frac1{\sigma_i}+\frac1{\sigma_n}\right)
=j^2\frac{\sigma_i+\sigma_n}{\sigma_i\sigma_n}=-j w',
\end{equation}
because $-w'=j(\sigma_i+\sigma_n)/(\sigma_i\sigma_n)$. Integration over $x$ gives the dissipation per area, $jE_N>0$. The heat given to the surroundings can differ from this, because moving oxygen between the reservoirs also exchanges heat reversibly. The same result follows from counting atoms: $j/(2e)$ oxygen atoms cross per area and time, and each loses $\mu_{\rm O}(O)-\mu_{\rm O}(R)=2eE_N$.

If gas or another buffer holds both activities fixed, this is a steady state maintained by the buffers. If the reservoirs are finite and isolated, the difference runs down. Neither case is equilibrium.

\noindent\textbf{Q.} Could I apply a voltage to stop the discharge?

\noindent\textbf{A.} You can stop the ions. Setting $J_i=0$ gives $\phi_i'=0$, hence $\phi_n'=w'$ and $V=E_N$. The electrons then carry
\begin{equation}
J_{\rm hold}=\frac1L\int_{w_R}^{w_O}\sigma_n\,dw. \label{hold}
\end{equation}
The source must supply this current and the power $J_{\rm hold}E_N$. So the oxygen content stays fixed when the external current is \emph{not} zero. In the test above, with the ions held and the electron diffusivity again $2D_v$, the current was 2.2057 against 2.2056 from (\ref{hold}). This is a driven steady state, not equilibrium.

Constant conductivities show the choice plainly. The drop of $\phi_n$ is $V$ and that of $\phi_i$ is $V-E_N$, so
\begin{equation}
J_n=\frac{\sigma_nV}{L},\qquad J_i=\frac{\sigma_i(V-E_N)}{L}.
\end{equation}
One vanishes at $V=0$, the other at $V=E_N$. Open circuit lies between, at $V=\sigma_iE_N/(\sigma_i+\sigma_n)$. A short circuit stops the electrons in the layer but makes the ionic discharge faster than at open circuit.

\section{A closed form for a doped layer}

\noindent\textbf{Q.} My electronic conductivity surely varies with oxygen activity. Can (\ref{leak}) still be evaluated?

\noindent\textbf{A.} Yes, for a layer whose acceptors fix a vacancy density far above the electron density. Removing oxygen creates a vacancy and two electrons, so equilibrium requires $\mu_{\rm O}+\mu_V+2\mu_n={\rm const}$; the electrostatic terms of the vacancy and electrons cancel. With $\mu_V$ fixed, $d\mu_n=-d\mu_{\rm O}/2=-e\,dw$. Dilute electrons obey $d\mu_n=kT\,d\ln n$. At constant mobility this gives
\begin{equation}
\sigma_n\propto e^{-w/V_T},\qquad V_T=kT/e.
\end{equation}
Use $s=\sigma_n$ as the integration variable, so $dw=-V_T\,ds/s$. Its value is $s_R$ at R and $s_O$ at O, and the minus sign exchanges the limits:
\begin{equation}
jL=\int_{s_O}^{s_R}\frac{\sigma_i s}{\sigma_i+s}\frac{V_T\,ds}{s}
=\sigma_iV_T\ln\frac{\sigma_i+s_R}{\sigma_i+s_O}. \label{closed}
\end{equation}
Also $t_i=1-s/(\sigma_i+s)$, and the integral of the second term is $jL/\sigma_i$. Thus
\begin{equation}
V_{\rm oc}=E_N-\frac{jL}{\sigma_i}. \label{deficit}
\end{equation}
For small electronic conduction, expanding the logarithm gives $jL\simeq V_T(s_R-s_O)$: electrons limit the leak. For $s_R,s_O\gg\sigma_i$, the logarithm tends to $\ln(s_R/s_O)=E_N/V_T$, so $jL\to\sigma_iE_N$ and $V_{\rm oc}\to0$: ions limit it.

\section{How the reservoirs run down}

\noindent\textbf{Q.} Now give the reservoirs a finite oxygen supply.

\noindent\textbf{A.} Let each have thickness $d$, vacancy density $c$ and, for neutrality, electron density $2c$. Assume dilute carriers and uniform composition within each reservoir. The defect equilibrium gives
\begin{equation}
w={\rm const}-\frac{kT\ln c+2kT\ln(2c)}{2e}
={\rm const}-\frac32V_T\ln c,
\end{equation}
where the last constant has absorbed the factor of two. Consequently
\begin{equation}
E_N=\frac32V_T\ln\frac{c_R}{c_O},\qquad
\sigma_n\propto c^{3/2}.
\end{equation}
The ionic current transfers vacancies from R to O, each with charge $2e$:
\begin{equation}
\frac{dc_O}{dt}=\frac{j}{2ed}=-\frac{dc_R}{dt}. \label{rate}
\end{equation}
Because $j>0$ whenever $c_R>c_O$, the two densities approach each other.

The composition-dependent free energy per area is $G=3kTd(c_O\ln c_O+c_R\ln c_R)$: each vacancy brings three particles, and terms linear in $c$ are constant because $c_O+c_R$ is conserved. Therefore
\begin{equation}
\frac{dG}{dt}=3kTd\,(\ln c_O-\ln c_R)\frac{j}{2ed}=-jE_N,
\end{equation}
which agrees with the dissipation found above. In this dilute model the fall in $G$ comes from the entropy of mixing alone. The enthalpy doesn't change, so at constant temperature the disconnected cell releases no net heat.

Near equality, write $c_R=\bar c+\delta$ and $c_O=\bar c-\delta$. To first order, $E_N=3V_T\delta/\bar c$. The ionic charge still to be moved is $2ed\delta$ per area, so the chemical capacitance is
\begin{equation}
C=\frac{2ed\delta}{E_N}=\frac{2ed\bar c}{3V_T}.
\end{equation}
With $R_i=L/\sigma_i$ and $R_n=L/\sigma_n(\bar c)$, (\ref{leak}) gives $j=E_N/(R_i+R_n)$. The decay time is $\tau=(R_i+R_n)C$. The ionic and electronic paths form a closed loop inside your disconnected cell.

\section{A zirconia memory cell}

\noindent\textbf{Q.} Put in numbers for my device.

\noindent\textbf{A.} Take a 100 nm yttria-stabilised zirconia layer between two 50 nm reduced titanium-oxide reservoirs at 450 K, where $V_T=38.778$ mV. The initial vacancy densities are $10^{20}$ and $10^{21}$ cm$^{-3}$. A rough ionic conductivity is $10^{-8}$ S/cm. I assume an electronic conductivity of $10^{-10}$ S/cm at R; the $c^{3/2}$ law then gives $3.162\times10^{-12}$ S/cm at O. The Nernst voltage is
\begin{equation}
E_N=1.5(38.778\ {\rm mV})\ln10=133.9\ {\rm mV}.
\end{equation}
From (\ref{closed}), with $L=10^{-5}$ cm,
\begin{equation}
\begin{aligned}
j&=\frac{(10^{-8})(0.038778)}{10^{-5}}
\ln\frac{1.0100}{1.000316}\ {\rm A/cm^2}\\
&=0.374\ \mu{\rm A/cm^2}.
\end{aligned}
\end{equation}
Equation (\ref{deficit}) puts the voltage only 0.37 mV below Nernst, at 133.6 mV. Yet the dissipation is 50 nW/cm$^2$. Holding the ions would need 0.376 $\mu$A/cm$^2$ from outside.

Full equalisation moves an ionic charge of $2ed(c_R-c_O)/2=721\ \mu$C/cm$^2$. Integrating (\ref{rate}) gives:

\begin{center}
\begin{tabular}{rrrr}
$t$ (s) & $E_N$ (mV) & $V_{\rm oc}$ (mV) & $j$ ($\mu$A/cm$^2$)\\
0 & 133.9 & 133.6 & 0.374\\
1000 & 61.4 & 61.2 & 0.226\\
3000 & 19.5 & 19.4 & 0.078\\
10000 & 0.45 & 0.45 & 0.002
\end{tabular}
\end{center}

At each listed time the voltage is close to the \emph{current} Nernst value. It is that value which is falling. By 10000 s the dissipation $jE_N$, integrated over time, is 39.8 $\mu$J/cm$^2$, equal to the separately calculated fall in $G$ to the digits shown.

\noindent\textbf{Q.} Is this a simple exponential?

\noindent\textbf{A.} Only near the end. There $R_i=1.00\times10^3$ and $R_n=2.45\times10^5\ \Omega\,$cm$^2$, while $C=7.58$ mF/cm$^2$, so $\tau\simeq1865$ s. An exponential with that time constant would halve in $\tau\ln2\simeq1290$ s, but the initial voltage halves in 865 s. Differentiating $E_N$ shows why: its rate contains $1/c_O+1/c_R$, so the small initial $c_O$ gives a capacitance of about 2.5 mF/cm$^2$. The initial ratio $E_N/j\simeq3.6\times10^5\ \Omega\,$cm$^2$ is larger than the final resistance, but the smaller capacitance outweighs it.

\noindent\textbf{Q.} And a leakier film?

\noindent\textbf{A.} Keep the initial compositions and ionic conductivity fixed. Ten times the electronic conductivity gives 130.4 mV and 3.57 $\mu$A/cm$^2$; a hundred times gives 108.3 mV and 25.7 $\mu$A/cm$^2$. The last current is less than a hundred times the first because $\sigma_n$ has reached $\sigma_i$ at R, and the ionic path now takes part in limiting the leak.

For the hundredfold case, a spatially resolved calculation included storage in the layer, with yttrium density $4.4\times10^{21}$ cm$^{-3}$ and electron mobility $10^{-4}$ cm$^2$/Vs. After 20 s it gave $c_O=3.351\times10^{20}$ cm$^{-3}$, as did (\ref{rate}). With this assumed mobility the layer stores at most about $3\times10^{-6}$ of the charge moved, so the agreement is expected. Both calculations kept the reservoirs well mixed, so this says nothing about the treatment of the reservoirs.

\section{How far to trust the retention time}

\noindent\textbf{Q.} Would my real cell forget in fifteen minutes?

\noindent\textbf{A.} The model doesn't establish that. Zirconia electrolytes with reducible-oxide reservoirs are used in oxygen-ion memory cells, but electronic leakage depends strongly on film preparation, and the value here is assumed. It stands for a defective film: high-temperature data for bulk zirconia, extrapolated a long way down to 450 K and to the oxygen activity of reduced titania, suggest a value several orders of magnitude lower. A leak through such defects need not follow the dilute law $\sigma_n\propto e^{-w/V_T}$ used here: if $\sigma_n$ were $10^{-10}$ S/cm at every activity, the initial current would be 1.33 $\mu$A/cm$^2$, the half-time 288 s, and the side dependence of the interface resistance described below would vanish. While electrons limit the leak, the discharge time varies nearly as $1/\sigma_n$, so a film ten times less leaky lasts nearly ten times longer. The temperature is also high for storage. If both conductivities have an assumed activation energy of 1.0 eV, the half-time at 358 K becomes $8.2\times10^5$ s, or 9.5 days. This figure rests almost entirely on the electronic value: 0.7 eV gives 1.3 days and 1.3 eV gives 69 days.

The reservoirs break the dilute assumption. At R about 1.6\% of the oxygen sites of rutile are vacant, and the leak is driven by activity, not content: reservoirs that separate into two phases can hold different oxygen contents at equal activity, and then nothing drives this discharge. If their electrons fill a band with an assumed effective mass of ten electron masses, the density at R is 1.37 times the effective band density. Degeneracy then raises the initial $E_N$ by about 17 mV, or 12\% of the dilute value. This figure follows the assumed mass: three electron masses give 92 mV, twenty give 6 mV, and electrons localised as polarons on titanium sites, with site exclusion only, give 2.5 mV. Degeneracy also ends the zero-heat result: at ten electron masses about 9 of the 46 $\mu$J/cm$^2$ fall in $G$ leaves as heat. Mixing is another condition. For an assumed vacancy diffusivity of $10^{-12}$ cm$^2$/s, passing the full current through the whole of reservoir O at its initial composition gives upper bounds on the drop in $w$ of 1.1 mV in the base case and 78 mV at a hundredfold leakage. The true drop is smaller, because the flux falls to zero at the back of the reservoir and $c_O$ rises: solving the diffusion in both reservoirs gives at most 0.55 mV and 23 mV. The base-case half-time is then almost unchanged, and that of the leakier device grows from 12.4 to 13.5 s. A smaller diffusivity makes the well-mixed rate law worse, and the voltage then follows the composition at the interfaces rather than the stored content. In the base case, $10^{-14}$ cm$^2$/s halves the voltage in about 680 s but the Nernst value of the mean contents in about 980 s; for $10^{-15}$ cm$^2$/s these times are about 90 and 1900 s. A rough hopping estimate with barriers from 0.7 to 1.1 eV spans $10^{-10}$ to $4\times10^{-15}$ cm$^2$/s at 450 K.

Interfaces can help or hurt your inference. An assumed series resistance of $1000\ \Omega\,$cm$^2$ drops only 0.37 mV here; its effect depends on the side, because $\sigma_n$ varies exponentially with $w$. At R, where the electronic conduction is largest, $0.1E_N/j$ lowers the initial current by 24\% and $0.4E_N/j$ halves it; at O, a full $E_N/j$ lowers it by only 32\%. An interface that blocks electrons over the whole area, with no parallel path, would stop this mechanism. With no applied bias, the largest average driving force on the ions, $E_N/L=0.013$ MV/cm, reached at short circuit, is small enough for linear ionic hopping: for a 0.26 nm jump the nonlinearity argument is 0.009. At open circuit the ions see only $E_N-V_{\rm oc}=0.37$ mV across the layer.

\noindent\textbf{Q.} Then what should I measure before calling the state safe?

\noindent\textbf{A.} Follow the open-circuit voltage over time, or measure the oxygen content before and after storage. The meter is itself an electronic path, so its resistance times the cell area must far exceed $E_N/j$: left connected, 10 M$\Omega$ on a 1 mm$^2$ cell cuts the half-time from 865 to 217 s, and 10 G$\Omega$ on a $(100\ \mu{\rm m})^2$ cell cuts it to 664 s. The voltage tracks the stored content only if the reservoirs are well mixed. A single voltage reading gives the rate only through (\ref{deficit}), which needs $\sigma_i/L$ and an independent $E_N$ known to much better than the deficit; here the deficit is 0.37 mV, while the estimates above for non-dilute electrons shift $E_N$ by a few to tens of millivolts, depending on the assumed electron model. For a cell with buffered reservoirs even a constant voltage is insufficient, since the buffers can sustain the flux; there you must measure the oxygen passing through. The numerical output below gives most of the values used here.

\section*{Computed results}
\begin{verbatim}
PNP test, mixed: leak 1.6758, formula 1.6758 (scaled)
PNP test, mixed: V 2.7450, formula 2.7449, Nernst 3.3179 (kT/e)
PNP test, electrons nearly blocked: leak 1.103e-03 (scaled), V 3.3175 kT/e
PNP test, ions held: current 2.2057, formula 2.2056 (scaled)
Temperature 450 K, thermal voltage 38.778 mV
Layer 100 nm, each reservoir 50 nm
Initial vacancies: O 1.0e+20, R 1.0e+21 cm^-3
Ionic conductivity 1.0e-08 S/cm
Electronic conductivity: O end 3.162e-12, R end 1.0e-10 S/cm
Yttrium density 4.4e+21 cm^-3, electron mobility 1e-04 cm2/Vs
Initial Nernst voltage 133.93 mV
Initial open-circuit voltage 133.56 mV, ratio 0.99721
Initial internal current, each carrier 0.3736 uA/cm2
External current that holds the ions 0.3755 uA/cm2
Initial dissipation at open circuit 50.04 nW/cm2
Ionic charge to full equalisation 721.0 uC/cm2
t 0 s: c_O 1.000e+20, c_R 1.000e+21 cm^-3, E_N 133.934 mV, V 133.561 mV, j 0.37359 uA/cm2
t 1000 s: c_O 2.840e+20, c_R 8.160e+20 cm^-3, E_N 61.395 mV, V 61.169 mV, j 0.22616 uA/cm2
t 3000 s: c_O 4.586e+20, c_R 6.414e+20 cm^-3, E_N 19.519 mV, V 19.441 mV, j 0.07846 uA/cm2
t 10000 s: c_O 5.479e+20, c_R 5.521e+20 cm^-3, E_N 0.453 mV, V 0.451 mV, j 0.00184 uA/cm2
Nernst voltage halves after 865 s
Heat by last time 39.827 uJ/cm2, free-energy fall 39.827 uJ/cm2
Near equality: R_ion 1.000e+03, R_el 2.452e+05 ohm cm2
Near equality: C 7.575 mF/cm2, tau 1865 s
Resolved test, leakage x100, 20 s: c_O 3.3508e+20, rate law 3.3508e+20 cm^-3
Leakage x1: V 133.56 mV, j 0.374 uA/cm2, reservoir drop 1.13 mV
Leakage x10: V 130.36 mV, j 3.574 uA/cm2, reservoir drop 10.81 mV
Leakage x100: V 108.26 mV, j 25.672 uA/cm2, reservoir drop 77.67 mV
Assumed reservoir vacancy diffusivity 1e-12 cm2/s, diffusion time 8.3 s
Debye length 0.081 nm (rough permittivity 27)
Field scale E_N/L 0.0134 MV/cm
Hopping nonlinearity argument 0.0090 (0.26 nm jump)
Tunnelling exponent, 1 eV barrier, free mass 1025
log10 hole/electron ratio at O end -39 (5 eV gap, band densities 1e20 cm^-3)
Reservoir electrons / band density 1.37 (assumed mass 10)
Degeneracy shift of Nernst voltage 16.6 mV, conductivity-ratio factor 1.53
Drop at assumed 1000 ohm cm2 interface 0.374 mV
Layer electron charge / charge to equalise 1.4e-08
At 358 K with assumed 1.0 eV: half-time 8.21e+05 s = 9.5 days
\end{verbatim}
